# Flip angles for equal signals from hyperpolarised magnetisation, with T1 decay: verification in Python

```python
"""Equal signals from a magnetisation that is not replenished.

Result under test: N pulses, decay factor E = exp(-TR/T1) between pulses,
    tan(theta_n) = sqrt((1 - E^2) / (E^(-2(N-n)) - 1)),  theta_N = 90 deg,
give N equal signals M0*sqrt((E^-2 - 1)/(E^(-2N) - 1)).  Without decay this is
    theta_n = arctan(1/sqrt(N - n)),  signal M0/sqrt(N).
M0: longitudinal magnetisation just before the first pulse (set to 1).
TR: time between pulses.  T1: longitudinal relaxation time.
Signal: length of the transverse magnetisation just after a pulse.
"""
import numpy as np
from scipy.optimize import brentq, minimize


def simulate(angles, gaps, t1, m_eq=0.0, spoil=True):
    """Rotate and relax a magnetisation vector; return signals,
    longitudinal part before each pulse, and remainder after the last."""
    m = np.array([0.0, 0.0, 1.0])
    signals, before = [], []
    remainder = 0.0
    for i, a in enumerate(angles):
        before.append(m[2])
        rotation = np.array([[1, 0, 0],
                             [0, np.cos(a), -np.sin(a)],
                             [0, np.sin(a), np.cos(a)]])
        m = rotation @ m
        signals.append(np.hypot(m[0], m[1]))
        remainder = m[2]
        if spoil:
            m[:2] = 0.0
        if i < len(gaps):
            m[2] = m_eq + (m[2] - m_eq) * np.exp(-gaps[i] / t1)
    return np.array(signals), np.array(before), remainder


def schedule_no_decay(n_pulses):
    left = n_pulses - np.arange(1, n_pulses + 1)
    return np.arctan2(1.0, np.sqrt(left))


def schedule_decay(n_pulses, e):
    left = n_pulses - np.arange(1, n_pulses + 1)
    return np.arctan2(1.0, np.sqrt((e**(-2.0 * left) - 1) / (1 - e**2)))


def signal_decay(n_pulses, e):
    return np.sqrt((e**-2 - 1) / (e**(-2.0 * n_pulses) - 1))


def search_equal(gaps, t1):
    """Find the common signal that just uses up the magnetisation."""
    def surplus(s):
        m = 1.0
        for g in gaps:
            if m < s:
                return m - s
            m = np.sqrt(m * m - s * s) * np.exp(-g / t1)
        return m - s
    s = brentq(surplus, 1e-6, 1.0, xtol=1e-15, rtol=1e-14)
    m, angles = 1.0, []
    for g in list(gaps) + [0.0]:
        a = np.arcsin(min(1.0, s / m))
        angles.append(a)
        m *= np.cos(a) * np.exp(-g / t1)
    return s, np.array(angles)


def check_against_search(angles, signal, gaps, t1):
    s, found = search_equal(gaps, t1)
    assert abs(s - signal) < 1e-10
    assert np.allclose(found[:-1], angles[:-1], atol=1e-9, rtol=0)
    # arcsin has infinite slope at 1, so rounding is magnified at 90 degrees
    assert abs(found[-1] - angles[-1]) < 1e-5


N, TR, T1 = 8, 5.0, 40.0
E = np.exp(-TR / T1)
gaps = np.full(N - 1, TR)
deg = np.degrees

# Both schedules against the search and the vector simulation
free = schedule_no_decay(N)
corrected = schedule_decay(N, E)
S_free, S_corr = 1 / np.sqrt(N), signal_decay(N, E)
check_against_search(free, S_free, gaps, np.inf)
check_against_search(corrected, S_corr, gaps, T1)
sig_free, mz_free, _ = simulate(free, gaps, np.inf)
sig_corr, mz_corr, _ = simulate(corrected, gaps, T1)
assert np.allclose(sig_free, S_free, atol=1e-12)
assert np.allclose(sig_corr, S_corr, atol=1e-12)
assert np.all(corrected[:-1] < free[:-1])
for n_test, t1_test in [(2, 3.0), (5, 12.0), (15, 90.0)]:
    e_test = np.exp(-TR / t1_test)
    check_against_search(schedule_decay(n_test, e_test),
                         signal_decay(n_test, e_test),
                         np.full(n_test - 1, TR), t1_test)
# Weak decay must lead back to the schedule without decay
assert np.allclose(schedule_decay(N, 1 - 1e-6), free, atol=1e-5)

# Constant angle, no decay
sig_const, _, _ = simulate(np.full(N, free[0]), gaps, np.inf)
assert np.all(np.diff(sig_const) < 0)

# Uncorrected schedule while the magnetisation decays
sig_uncorr, _, _ = simulate(free, gaps, T1)
assert np.allclose(sig_uncorr, E**np.arange(N) / np.sqrt(N), atol=1e-12)

# Equal signals with a last pulse below 90 degrees: possible but smaller
partial = [np.radians(60.0)]
for _ in range(N - 1):
    partial.insert(0, np.arctan(E * np.sin(partial[0])))
sig_part, _, rem_part = simulate(partial, gaps, T1)
assert np.ptp(sig_part) < 1e-12 and sig_part[0] < S_corr and rem_part > 0

# Quadratic budget for arbitrary angles
rng = np.random.default_rng(4)
decay = E**np.arange(N)
for _ in range(20):
    s, _, rem = simulate(rng.uniform(0, np.pi / 2, N), gaps, T1)
    assert abs(np.sum((s / decay)**2) + (rem / decay[-1])**2 - 1) < 1e-12

# Direct maximisation of the smallest signal, four pulses
n_opt = 4
gaps_opt = np.full(n_opt - 1, TR)
best = 0.0
for _ in range(6):
    start = np.append(rng.uniform(0.3, 1.2, n_opt), 0.1)
    res = minimize(lambda x: -x[-1], start, method="SLSQP",
                   bounds=[(0, np.pi / 2)] * n_opt + [(0, 1)],
                   constraints={"type": "ineq", "fun": lambda x:
                                simulate(x[:-1], gaps_opt, T1)[0] - x[-1]},
                   options={"ftol": 1e-13, "maxiter": 300})
    best = max(best, simulate(res.x[:-1], gaps_opt, T1)[0].min())
S_opt = signal_decay(n_opt, E)
assert best <= S_opt + 1e-10
assert best > S_opt - 1e-5      # accuracy of the iterative optimiser

# Schedule designed with a wrong relaxation time
T1_design = 50.0
sig_wrong, _, _ = simulate(schedule_decay(N, np.exp(-TR / T1_design)), gaps, T1)
ratio_wrong = sig_wrong[-1] / sig_wrong[0]
assert abs(ratio_wrong
           - np.exp(-(N - 1) * TR * (1 / T1 - 1 / T1_design))) < 1e-12

# Recovery towards a small thermal magnetisation
m_eq = 5e-5
sig_eq, _, _ = simulate(corrected, gaps, T1, m_eq=m_eq)
shift = np.max(np.abs(sig_eq - S_corr))
assert 0 < shift <= m_eq

# Transverse magnetisation kept between pulses (no decay at all)
sig_kept, _, _ = simulate(free, gaps, np.inf, spoil=False)
assert np.ptp(sig_kept) > 0.1

# Unequal intervals
times = np.array([0.0, 2.0, 5.0, 10.0, 20.0])
uneven = np.array([np.arctan2(1.0, np.sqrt(np.sum(
    np.exp(2 * (times[i + 1:] - times[i]) / T1)))) for i in range(len(times))])
S_uneven = 1 / np.sqrt(np.sum(np.exp(2 * times / T1)))
check_against_search(uneven, S_uneven, np.diff(times), T1)
sig_uneven, _, _ = simulate(uneven, np.diff(times), T1)
assert np.allclose(sig_uneven, S_uneven, atol=1e-12)

print(f"Number of pulses N = {N}; TR = {TR:.1f} s; T1 = {T1:.1f} s")
print(f"Decay factor per interval E = {E:.5f}; E^2 = {E**2:.5f}")
print("Magnetisations and signals in units of M0; angles in degrees")
print("No decay: n, angle, Mz before pulse, signal")
for i in range(N):
    print(f"  {i+1}  {deg(free[i]):6.2f}  {mz_free[i]:.4f}  {sig_free[i]:.4f}")
print("With decay: n, corrected angle, cot^2(angle), Mz before pulse,")
print("  signal, signal if the no-decay schedule is used instead")
for i in range(N):
    cot2 = (np.cos(corrected[i]) / np.sin(corrected[i]))**2
    print(f"  {i+1}  {deg(corrected[i]):6.2f}  {cot2:7.4f}  {mz_corr[i]:.4f}"
          f"  {sig_corr[i]:.4f}  {sig_uncorr[i]:.4f}")
print(f"Common signal, decay / no decay = {S_corr / S_free:.4f}")
print(f"No-decay schedule under decay, last/first signal = "
      f"{sig_uncorr[-1] / sig_uncorr[0]:.4f}")
print(f"Constant angle {deg(free[0]):.2f} deg, no decay, last/first signal = "
      f"{sig_const[-1] / sig_const[0]:.4f}")
print(f"Last pulse 60 deg, with decay: first angle = {deg(partial[0]):.2f} deg,")
print(f"  common signal = {sig_part[0]:.4f}, unused Mz = {rem_part:.4f}")
print(f"Four pulses, with decay: smallest signal by direct maximisation = "
      f"{best:.5f}, formula = {S_opt:.5f}")
print(f"Design T1 = {T1_design:.1f} s, true T1 = {T1:.1f} s: first signal = "
      f"{sig_wrong[0]:.4f}, last = {sig_wrong[-1]:.4f}, ratio = {ratio_wrong:.4f}")
print(f"Thermal magnetisation = {m_eq:.1e} M0: largest signal change = "
      f"{shift:.2e} M0 = {100 * shift / S_corr:.4f} % of the signal")
print("No spoiling, no decay, signals 1 to 8 = "
      + " ".join(f"{s:.3f}" for s in sig_kept))
print("Unequal intervals, pulse times (s) = "
      + " ".join(f"{t:.0f}" for t in times))
print("  angles (deg) = " + " ".join(f"{deg(a):.2f}" for a in uneven)
      + f"; common signal = {S_uneven:.4f}")
print("every check passed")
```

Output:

```
Number of pulses N = 8; TR = 5.0 s; T1 = 40.0 s
Decay factor per interval E = 0.88250; E^2 = 0.77880
Magnetisations and signals in units of M0; angles in degrees
No decay: n, angle, Mz before pulse, signal
  1   20.70  1.0000  0.3536
  2   22.21  0.9354  0.3536
  3   24.09  0.8660  0.3536
  4   26.57  0.7906  0.3536
  5   30.00  0.7071  0.3536
  6   35.26  0.6124  0.3536
  7   45.00  0.5000  0.3536
  8   90.00  0.3536  0.3536
With decay: n, corrected angle, cot^2(angle), Mz before pulse,
  signal, signal if the no-decay schedule is used instead
  1   12.17  21.4947  1.0000  0.2108  0.3536
  2   14.15  15.7401  0.8627  0.2108  0.3120
  3   16.60  11.2584  0.7382  0.2108  0.2753
  4   19.74   7.7680  0.6243  0.2108  0.2430
  5   23.99   5.0497  0.5186  0.2108  0.2144
  6   30.28   2.9327  0.4181  0.2108  0.1892
  7   41.43   1.2840  0.3186  0.2108  0.1670
  8   90.00   0.0000  0.2108  0.2108  0.1474
Common signal, decay / no decay = 0.5964
No-decay schedule under decay, last/first signal = 0.4169
Constant angle 20.70 deg, no decay, last/first signal = 0.6267
Last pulse 60 deg, with decay: first angle = 11.68 deg,
  common signal = 0.2024, unused Mz = 0.1169
Four pulses, with decay: smallest signal by direct maximisation = 0.40657, formula = 0.40657
Design T1 = 50.0 s, true T1 = 40.0 s: first signal = 0.2367, last = 0.1987, ratio = 0.8395
Thermal magnetisation = 5.0e-05 M0: largest signal change = 2.02e-05 M0 = 0.0096 % of the signal
No spoiling, no decay, signals 1 to 8 = 0.354 0.681 0.921 0.998 0.833 0.361 0.404 0.915
Unequal intervals, pulse times (s) = 0 2 5 10 20
  angles (deg) = 21.04 23.86 28.47 37.91 90.00; common signal = 0.3591
every check passed
```
